Kink states and conductance at a bias reversal in bilayer graphene

## Problem

Two graphene layers lie in Bernal stacking, in which site B1 of layer 1 sits directly above site A2 of layer 2. These two dimer sites are coupled by γ1, and electrons in each separate layer move with Dirac velocity v. Gates put the potential energy +u(x) on layer 1 and −u(x) on layer 2, with

u(x) = u0 s(x), s(x) = sgn x, u0 > 0.

The interlayer bias therefore reverses at the line x = 0, which runs along y.

(a) Find all states bound to this line at energies |E| < u0, for each valley and spin. Give their dispersion and direction of motion.

(b) A long line joins two reflectionless contacts. The temperature is low, the Fermi level lies in the gap, and sample edges carry no current. What is the two-terminal conductance if no scattering takes an electron from one valley to the other, and what changes if some does?

(c) Evaluate the results for the round model parameters v = 0.5, γ1 = 0.02, u0 = 0.001 and Fermi energy E = 0.0003.

Hartree atomic units are used: ħ = e = m_e = 1, so h = 2π. Electrons do not interact, and spin-orbit coupling and trigonal warping are left out. The wall is abrupt compared with the width of the bound states, yet smooth enough on the atomic scale to leave the valleys separate.

## The low-energy equations

In one valley let π = p_x + i p_y. The amplitudes on A1, B1, A2, B2 obey

(E − u) a1 = v π† b1
(E − u) b1 = v π a1 + γ1 a2
(E + u) a2 = γ1 b1 + v π† b2
(E + u) b2 = v π a2.

For energies and potentials small compared with γ1, the left sides of the two middle equations can be dropped at leading order. They then give a2 = −vπ a1/γ1 and b1 = −vπ† b2/γ1. Inserting these in the outer equations, and writing a for a1 and b for b2, gives

(E − u) a = −(1/2m)(π†)² b
(E + u) b = −(1/2m) π² a, m = γ1/(2v²).

The potential does not depend on y, so p_y has a fixed value k. With ∂ = d/dx,

π = −i(∂ − k), π† = −i(∂ + k).

The square of −i cancels the minus sign in front of 1/2m.

## First estimate by scaling

The kinetic scale k²/2m equals u0 when k = 1/ℓ, with

ℓ = 1/√(2m u0).

The bound states should thus have a width of order ℓ, wavevectors of order 1/ℓ and velocities of order u0ℓ.

Dimensional analysis cannot count the states, but the bulk on either side suggests a number. The bulk Hamiltonian is a pseudospin in a field with in-plane part of size |k|²/2m and perpendicular part ±u0. As |k| runs from zero to infinity, the field direction moves from a pole to the equator. As k circles the valley once, the azimuth turns twice, because π is squared. The solid angle swept is 2 × 2π = 4π. The Berry flux is half of this in magnitude, 2π, with opposite signs on the two sides.

A force F along y drives a transverse current F/2π times (flux/2π) in each filled band. These factors are +1 and −1, up to a common sign, so particles collect at the wall at the rate 2F/2π per unit length. A wall mode absorbs particles at the rate F/2π, because the force shifts its wavevectors at the rate F. The estimate is therefore a surplus of two modes in one direction per valley and spin. It neither excludes extra pairs of opposite modes nor gives a dispersion, so the equations must be solved.

## Exact solution: matching at the wall

Measure x in units of ℓ, and set κ = kℓ and ε = E/u0. Then

(∂ + κ)² b = (ε − s) a (1)
(∂ − κ)² a = (ε + s) b. (2)

Away from the wall s is constant. Applying (∂ + κ)² to (2) and using (1), with s² = 1, gives

(∂² − κ²)² a = −η² a, η = √(1 − ε²) > 0.

An exponential exp(±λx) must therefore satisfy λ² = κ² ± iη. Write the roots with positive real part as λ = p ± iq, with p, q > 0. Then

p² − q² = κ², 2pq = η. (3)

A bound state contains exp(−λx) on the right and exp(λx) on the left. Both decaying exponentials on a side are contained in one second-order equation:

right: a″ = −2p a′ − r² a
left: a″ = +2p a′ − r² a, r² = p² + q².

Since u jumps by a finite amount, a″ and b″ stay finite, and a, a′, b, b′ are continuous at x = 0. Equation (2) gives b from a. With κ² − r² = −2q²,

right: b = −2[(p + κ)a′ + q²a]/(ε + 1)
left: b = 2[(p − κ)a′ − q²a]/(ε − 1).

Equate them and multiply by (ε + 1)(ε − 1)/2. The terms in a′ combine to (ε + 1)(p − κ) + (ε − 1)(p + κ) = 2(εp − κ), and those in a to −2q². Hence

(εp − κ) a′ = q² a. (4)

Differentiating b and replacing a″ by the expressions above gives

right: b′ = 2[(2p² + 2pκ − q²)a′ + (p + κ)r²a]/(ε + 1)
left: b′ = 2[(2p² − 2pκ − q²)a′ − (p − κ)r²a]/(ε − 1).

After the same multiplication, the coefficient of a′ in right minus left is

(ε − 1)(2p² − q² + 2pκ) − (ε + 1)(2p² − q² − 2pκ) = 4εpκ − 4p² + 2q²,

and that of a is 2r²(εp − κ). Dividing by 2,

(2εpκ − 2p² + q²) a′ + r²(εp − κ) a = 0. (5)

## Exact solution: the dispersion

Equations (4) and (5) have a nonzero solution if their determinant vanishes:

r²(εp − κ)² + q²(2εpκ − 2p² + q²) = 0.

Expand the square. The terms linear in κ give −2εpκ(r² − q²) = −2εκp³, and κ²r² = (p² − q²)(p² + q²) = p⁴ − q⁴. The q⁴ terms cancel, and division by p² leaves

ε²(p² + q²) − 2εκp + p² − 2q² = 0.

From (3), (p − εκ)² = p² − 2εκp + ε²(p² − q²). The condition therefore reads

(p − εκ)² = 2q²(1 − ε²) = 2q²η² = 8p²q⁴.

The sign of the root is fixed. Equation (3) gives p > |κ|, and |ε| < 1, so p − εκ is positive:

εκ = p(1 − 2√2 q²). (6)

Square (6), with ε² = 1 − 4p²q² and κ² = p² − q²:

(1 − 4p²q²)(p² − q²) = p²(1 − 2√2 q²)²
p² − q² − 4p⁴q² + 4p²q⁴ = p² − 4√2 p²q² + 8p²q⁴.

Cancel p² and divide by q²:

4p²q² = 4√2 p² − 1 − 4p⁴.

The left side is 1 − ε². Therefore

ε² = 4p⁴ − 4√2 p² + 2 = (2p² − √2)².

The root can have either sign. With σ = ±1 and z = √2 + σε, which is positive,

p² = z/2, q² = η²/(4p²) = (1 − ε²)/(2z). (7)

For ε ≠ 0, equation (6) now fixes κ with its sign:

1 − 2√2 q² = [√2 + σε − √2(1 − ε²)]/z = ε(σ + √2 ε)/z.

Multiplying by p = √(z/2) and dividing by ε gives

κ_σ(ε) = (σ + √2 ε)/√(2(√2 + σε)). (8)

At ε = 0 equation (6) cannot give κ, but (7) gives p² = 1/√2 and q² = √2/4. Equation (6) is then satisfied, and κ² = p² − q² = √2/4 allows both κ = +2^(−3/4) and κ = −2^(−3/4). These are the two values of (8) at ε = 0.

The steps can be reversed: each σ gives p, q and κ that satisfy (3) and the determinant condition. Since q² ≠ 0, equation (4) fixes the ratio of a to a′, so each pair (κ, ε) has one bound state. The two values of σ are different states. For ε ≠ 0 they have different p, and (3) determines p from κ² and ε; for ε = 0 their κ have opposite signs. There are thus exactly two bound modes at every energy in the gap.

## Direction, symmetry and the gap edge

Since σ + √2 ε = σ(√2 z − 1), equation (8) can be written as

κ_σ = σ[√z − 1/√(2z)].

With dz/dε = σ and σ² = 1,

dκ_σ/dε = 1/(2√z) + 1/(2√2 z^(3/2)) = (1 + √2 z)/(2√2 z^(3/2)).

Because √2 z = 2 + √2 σε, the velocity in units of u0ℓ is

dε/dκ = 2√2(√2 + σε)^(3/2)/(3 + √2 σε) > 0. (9)

Both modes move towards +y. In the other valley π is replaced by −p_x + i p_y. Its square is (p_x − i p_y)², so k is replaced by −k and both modes move towards −y.

Equations (1) and (2) keep their form if a(x) and b(x) are replaced by b(−x) and a(−x). Each bound state, being single at its κ and ε, therefore has b(x) = +a(−x) or b(x) = −a(−x). At ε = 0, equation (3) gives 2pq = 1 and the modes have κ = σq. Equation (4) gives a′ = −σq a, and the right-hand expression for b becomes

b(0) = −2[−(p + σq)σq + q²]a(0) = 2σpq a(0) = σ a(0).

At zero energy the two modes are thus the even and odd combinations of the two layers under reflection with layer exchange.

As ε tends to +1 or −1, q tends to zero but p tends to |κ|, which is not zero. The decay length stays finite. The reason is that in the two-band model the bulk states at wavevector κ start at |ε| = √(1 + κ⁴), beyond the overall gap edge |ε| = 1. In this model the modes do not merge with the bulk at the edge of the energy window considered here.

## Conductance

A mode with velocity dE/dk carries the current

I = ∫ (dk/2π)(dE/dk)(f_L − f_R) = (1/2π)∫ dE (f_L − f_R),

where f_L and f_R are the occupations set by the two contacts. The velocity has cancelled. At low temperature and small voltage V the integral is V, so each mode contributes 1/2π, which is e²/h. Two modes in the valley moving towards +y, with two spins each, give four forward channels. The other valley supplies the four channels in the opposite direction, filled by the other contact.

Let R be the sum of reflection probabilities over the four forward channels. Conservation of current gives

G = (e²/h)(4 − R). (10)

An electron that stays in its valley and on the wall can pass between the two comoving modes, but it has no mode in which to return. Then R = 0 and

G = 4e²/h.

This holds whatever the mixing within a valley. With intervalley scattering the opposite modes become accessible, R can be positive and G can fall. The temperature must be small compared with the distance from the Fermi level to the gap edges, or bulk carriers contribute.

A wide wall needs separate treatment. The pumping estimate depends on the two bulk sides, so it still gives a surplus of two, but it does not exclude additional pairs of opposite modes within one valley. If such pairs exist at the Fermi level, equation (10) with four channels does not apply. In a device the width of the wall is set by the gate geometry and can exceed ℓ. The wavevectors and velocities found here for an abrupt wall then no longer hold.

## Numbers for the example

The mass is m = 0.02/(2 × 0.5²) = 0.04, and

ℓ = 1/√(2 × 0.04 × 0.001) = 112 bohr = 5.9 nm.

At the Fermi energy ε = 0.0003/0.001 = 0.30. Equation (8) gives

κ_+ = (1 + 0.424)/√(2 × 1.714) = 0.769
κ_− = (−1 + 0.424)/√(2 × 1.114) = −0.386.

Division by ℓ gives k = 0.0069 and −0.0034 bohr⁻¹. Equation (9), multiplied by u0ℓ = 0.112, gives velocities 0.21 and 0.14. The amplitudes decay over ℓ/p, which is 121 bohr for σ = +1 and 150 bohr for σ = −1.

The conductance does not depend on these parameters: G = 4/(2π) = 0.637 atomic units, or 155 microsiemens. Its inverse is 6453 ohm.

## Comparison of estimate and solution

At zero energy the solution gives |k| = 0.0053 bohr⁻¹, while the scale 1/ℓ is 0.0089 bohr⁻¹; the ratio is 2^(−3/4) ≈ 0.59. The velocity is 0.18 against the scale 0.11, a ratio of about 1.6. The decay lengths at the Fermi energy exceed ℓ by factors of about 1.1 and 1.3. Scaling thus gives the right magnitudes, and the Berry-flux estimate gives the right surplus. The solution adds that an abrupt wall has no further opposite pairs in the gap, which is what fixes the conductance.

Diagonalizing (1) and (2) in plane waves tests the solution without using the matching. At four wavevectors the number of states agrees, κ agrees within 4 × 10⁻⁵, and the velocities within a relative 6 × 10⁻⁵.

Within the model as posed, the larger error lies in eliminating the dimer sites. At κ = 0.8 the two-band formula gives ε = 0.358, and the four-band equations give 0.321. The two-band energy is 11% above the four-band one. The difference of 0.037 is comparable with the neglected ratio u0/γ1 = 0.05. Divided by the slope 1.9, this shift corresponds to about 0.02 in κ, or 0.0002 bohr⁻¹, enough to change the second digit of k. The wavevectors, velocities and decay lengths above are values of the two-band model. As predictions for the four-band model their second digit is not secure, and only this one energy was compared.

Real bilayer graphene is further away. Its γ1 is near 0.4 eV, whereas 0.02 hartree is 0.54 eV. Trigonal warping, left out here, has a velocity of roughly 0.12 v, or 0.06, which is about half of the scale u0ℓ = 0.112. At this bias it changes the wavevectors and velocities by tens of percent and makes them depend on the direction of the wall in the lattice. The values above are therefore not predictions for a real sample.

A tight-binding strip tests the directions and the role of the valleys. Its couplings are larger than in the example, to keep the strip small. It is periodic across its width, so it has no edges but contains a second wall with the opposite reversal. On the first wall it has two modes in one direction in one valley, and two in the opposite direction in the other. Per spin, the total transmission is zero for uniform bias and 4.000 with both walls clean, two from each wall.

A smooth potential bump on the first wall, three lattice constants wide and 0.1 in-plane hoppings high, leaves 3.998. About 0.0004 of this loss is absorption by the small imaginary part given to the energy, which acts over a longer strip than in the clean case; without it the value is 3.999. Random site energies of up to one in-plane hopping, placed near that wall, reduce the total to 2.44. This value belongs to one disorder configuration, not to an average.

The bump is ten times weaker than the largest site energies, so the two results do not isolate the effect of smoothness. They show that the current survives a weak smooth bump and can be reduced by strong site disorder. The calculation does not separate reflection into the other valley from scattering to the second wall. The conductances of the single wall in the output assume that the second wall keeps its two channels. The full values are in the numerical output below.

Computed values

```
Plane-wave test of the two-band dispersion (scaled units)
  kappa -0.8: eps -0.3579, velocity 1.9030
  kappa -0.3: eps -0.9183, velocity 0.5806
  kappa -0.3: eps +0.4058, velocity 1.1805
  kappa +0.3: eps -0.4058, velocity 1.1805
  kappa +0.3: eps +0.9183, velocity 0.5806
  kappa +0.8: eps +0.3579, velocity 1.9030
  largest error of kappa: 3.5e-05
  largest relative error of velocity: 5.4e-05
Effect of the eliminated dimer sites at kappa = 0.8
  eps, two-band formula: 0.3578
  eps, four-band calculation: 0.3212
Worked example (atomic units)
  layer velocity v: 0.50 a.u.
  dimer coupling gamma1: 0.020 hartree
  layer potential u0: 0.0010 hartree = 27.2 meV
  mass m: 0.040 electron masses
  length ell: 111.8 bohr = 5.92 nm
  zero-energy wavevectors: +/- 0.005318 1/bohr
  zero-energy velocity: 0.1773 a.u. = 3.878e+05 m/s
  Fermi energy: 0.0003 hartree, eps = 0.30
  mode s=+1: k = +0.006880 1/bohr
    velocity 0.2073 a.u.
    amplitude decay length 120.8 bohr
  mode s=-1: k = -0.003450 1/bohr
    velocity 0.1444 a.u.
    amplitude decay length 149.8 bohr
Lattice test (energies in units of the in-plane hopping)
  dimer 0.6, bias 0.2, energy 0.06, rows 48
  kink modes (+speed, -speed), valley 2pi/3: (0, 2)
  kink modes (+speed, -speed), valley 4pi/3: (2, 0)
Transmission per spin, kink and antikink together
  uniform bias, no wall: 0.0000
  clean walls: 4.0000
  smooth bump 0.1, width 3.0 lattice constants: 3.9985
  atomic disorder +/-1.0 on the kink: 2.4355
  kink conductance with smooth bump: 3.997 e^2/h
  kink conductance with atomic disorder: 0.871 e^2/h
Conductance of one wall without intervalley scattering
  forward modes including spin: 4
  G = 0.6366 a.u. = 154.96 microsiemens
  resistance 1/G: 6453.2 ohm
```
